# The 17 nm Gurzhi length of copper does not imply viscous flow

To calculate the resistance of a copper line 20 nm wide, one must decide which size effect to put in. The Gurzhi length, over which a viscous electron fluid adjusts to a wall, comes out near 17 nm for copper at room temperature if collisions with the lattice randomise the direction of motion. That is almost the width of the line. If that number signalled viscosity, the current would have to be found from a fluid equation. If it does not, the size effect is ordinary scattering of independent electrons at the walls. For the line below, a fluid equation without slip at the walls gives 10.3 times the bulk resistivity, and independent electrons give 1.9 times.

## The model

Take a free-electron metal with a spherical Fermi surface, in steady linear response. Current flows along $x$ between side walls at $y=0$ and $y=w$. The line is tall, so its top and bottom are left out at first. Two kinds of collision act:

- momentum-relaxing collisions, with mean free path $l=v_F\tau$, which randomise the direction of motion and pass momentum to the lattice;
- momentum-conserving collisions, with mean free path $l_{mc}=v_F\tau_{mc}$, which relax the electrons towards a distribution drifting at their own local velocity $U(y)$.

Write the distribution as $f=f_0-(\partial f_0/\partial\varepsilon)\chi$ and let $F$ be the force on an electron along $x$. After division by $-\partial f_0/\partial\varepsilon$, the Boltzmann equation reads

$$v_y\frac{\partial\chi}{\partial y}-Fv_x=-\frac{\chi}{\tau}-\frac{\chi-mv_xU}{\tau_{mc}} .$$

The sources are proportional to $v_x$, so set $\chi=mv_xU_0\,g(y,\mu)$, where $U_0=F\tau/m$ is the bulk drift and $\mu=v_y/v_F$. Dividing by $mv_xU_0v_F$ and writing $u=U/U_0$ gives

$$\mu\frac{\partial g}{\partial y}+\frac{g}{l_2}=\frac1l+\frac{u}{l_{mc}},\qquad \frac1{l_2}=\frac1l+\frac1{l_{mc}} . \tag{1}$$

Conservation of momentum fixes $U$ through $\langle v_x\chi\rangle=mU\langle v_x^2\rangle=mUv_F^2/3$, so $u=3\langle v_x^2g\rangle/v_F^2$. Averaging $v_x^2$ over the angle about $y$ gives $v_F^2(1-\mu^2)/2$, and the average over $\mu$ carries a factor $1/2$. Hence

$$u=\frac34\int_{-1}^{1}(1-\mu^2)\,g\,d\mu . \tag{2}$$

The walls are diffuse: electrons leaving a wall have $g=0$. At fixed current, resistivity divided by its bulk value is $1/\bar u$, where $\bar u$ is the average of $u$ over the width.

## Counter-example: a 20 nm line without conserving collisions

Rough room-temperature values for copper are $l=39$ nm and a Fermi energy of 7 eV. With the free-electron mass they give $v_F=1.57\times10^6$ m/s and a bulk resistivity $mv_F/(ne^2l)=1.70\ \mu\Omega\,$cm.

Let $l_{mc}\to\infty$, so that $l_2=l$. The term $u/l_{mc}$ disappears from (1). It was the only term by which electrons moving in one direction influence those moving in another, so each $\mu$ can now be solved separately. For $\mu>0$, with $g(0,\mu)=0$,

$$g=1-e^{-y/(\mu l)},\qquad \frac1w\int_0^w g\,dy=1-\frac{\mu l}{w}\left(1-e^{-w/(\mu l)}\right).$$

Electrons with $\mu<0$ give the mirror image, which doubles the integral over $0<\mu<1$. With $k=w/l$,

$$\bar u=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\mu}{k}\left(1-e^{-k/\mu}\right)\right]d\mu .$$

The first term gives $\frac32\cdot\frac23=1$. In the second, $\int_0^1(\mu-\mu^3)d\mu=\frac14$, and the substitution $t=1/\mu$ turns $\int_0^1\mu^{n-2}e^{-k/\mu}d\mu$ into the exponential integral $E_n(k)=\int_1^\infty t^{-n}e^{-kt}dt$. Therefore

$$\bar u=1-\frac{3}{2k}\left[\frac14-E_3(k)+E_5(k)\right], \tag{3}$$

which is the Fuchs–Sondheimer result. For $k=20/39=0.513$ it gives $\bar u=0.528$. A finite-difference solution of the kinetic equation gives the same value. The resistivity is $1.698/0.528=3.22\ \mu\Omega\,$cm, or 1.894 times bulk.

Now read the same line as a viscous fluid. The fluid equation with Ohmic loss is

$$l_G^2u''-u+1=0,\qquad l_G=\sqrt{\frac{l\,l_2}{5}}, \tag{4}$$

with the length derived below. Here $l_2=l$, so $l_G=39/\sqrt5=17.4$ nm. The solution symmetric about mid-width is $u=1-A\cosh[(y-w/2)/l_G]$. Allow a slip length $b$, so that $u(0)=b\,u'(0)$. With $x=w/(2l_G)$ this condition reads $1-A\cosh x=(b/l_G)A\sinh x$. Solving for $A$ and averaging over the width,

$$\bar u=1-\frac{A\sinh x}{x}=1-\frac{\tanh x/x}{1+(b/l_G)\tanh x}. \tag{5}$$

Without slip, $x=20/34.9=0.573$ and $\tanh x=0.518$, so $\bar u=1-0.903=0.097$ and the resistivity is 10.3 times bulk. That is more than five times the kinetic value.

A slip length repairs much of this. The momentum balance derived below gives $b\approx8l_2/15$. Used here with $l_2=l$, outside its range of validity, it gives $b/l_G=1.193$ and $\bar u=1-0.903/(1+1.193\times0.518)=0.442$. The three results, as resistivity over bulk, are:

| $w$ (nm) | kinetic | viscous, no slip | viscous, slip |
|---|---|---|---|
| 20 | 1.894 | 10.32 | 2.264 |
| 50 | 1.357 | 2.649 | 1.432 |
| 100 | 1.168 | 1.530 | 1.189 |

At 100 nm the slip formula lies 2% above the kinetic result, although the electrons in the model exchange no momentum at all. A tolerable fit of (5) to the resistance of such wide lines is therefore no evidence of viscosity. At 20 nm the excess is 20%.

## The correct statement

Within this model:

1. The length $l_G=\sqrt{l\,l_2/5}$ sets the first nonlocal correction to Ohm's law, whether or not conserving collisions occur. Without them it equals $l/\sqrt5$, its largest value at fixed $l$.
2. The viscous equation describes flow on the scale $l_G$ if $l_2\ll l_G$, which means $l_2\ll l/5$ and hence frequent conserving collisions. A wire must also be much wider than $l_2$.
3. Without conserving collisions, resistivity never rises faster than $1/w$ as a diffuse-walled wire is narrowed. In viscous flow with $l_2\ll w\ll l_G$, it approaches a $1/w^2$ law.

## Proof: where the length comes from

Let the driving field vary as $E\,e^{iqy}$ in an infinite metal, with $E$ in units of the uniform field. For slow variation only the first two angular harmonics matter. Write $g=u+s\mu+\dots$, and let the second harmonic, $n_xn_y$ in terms of the unit vector $\mathbf n=\mathbf v/v_F$, decay over a length $l_2$.

Multiply the kinetic equation for $n_xg$ by $3n_x$ and average over directions. Conserving collisions drop out, and $3\langle n_x^2n_y^2\rangle=3/15$ gives

$$\frac{iq\,s}{5}+\frac ul=\frac El .$$

Multiply instead by $15n_xn_y$ and average:

$$iq\,u+\frac{s}{l_2}=0$$

to leading order, because the third harmonic is smaller than $s$ by a further factor of order $q$. Substituting $s=-iql_2u$ into the first equation,

$$\frac Eu=1+\frac{q^2l\,l_2}{5}=1+q^2l_G^2 . \tag{6}$$

With $q^2\to-d^2/dy^2$ this is equation (4). The quantity $v_Fl_2/5$ plays the part of a kinematic viscosity, but the derivation asks only that the second harmonic should decay. It does not ask what causes the decay. When $l_{mc}$ is infinite, electrons carry their $x$-momentum sideways in free flight and then lose it to the lattice, and (6) still holds.

The derivation also shows what the factor $\sqrt5$ assumes. The equality $l_2=l$ holds for relaxing collisions that randomise direction, but not for relaxing collisions in general. If they scatter through an angle $\theta$, the first two decay rates are proportional to the averages of $1-\cos\theta$ and of

$$1-P_2(\cos\theta)=\tfrac32(1-\cos\theta)(1+\cos\theta).$$

For small angles the second is three times the first, so $l_2\to l/3$ and $l_G\to l/\sqrt{15}$. A narrow forward peak with a computed rate ratio of 2.97 gives 10.1 nm in place of 17.4 nm, again with no fluid present.

## Proof: when the viscous equation holds

Return to the two-rate model (1) and keep every harmonic. With $a=ql_2$,

$$g=\frac{l_2}{1+ia\mu}\left(\frac El+\frac u{l_{mc}}\right).$$

Inserting this in (2) removes the odd imaginary part and gives $u=Kl_2(E/l+u/l_{mc})$, where

$$K=\frac32\int_0^1\frac{1-\mu^2}{1+a^2\mu^2}d\mu .$$

The integrand equals $-1/a^2+(1+1/a^2)/(1+a^2\mu^2)$, so

$$K=\frac{3}{2a^3}\left[(1+a^2)\arctan a-a\right].$$

Solve for $S=u/E$, using $l_2/l_{mc}=1-l_2/l$:

$$\frac1S=\frac{l}{l_2K}\left(1-K+\frac{Kl_2}{l}\right)=1+\frac l{l_2}\left(\frac1K-1\right). \tag{7}$$

For small $a$, expanding the integrand gives $K=1-a^2/5+3a^4/35-\dots$. Then

$$\frac1K-1=\frac{a^2}5+\left(\frac1{25}-\frac3{35}\right)a^4+\dots=\frac{a^2}{5}\left(1-\frac{8a^2}{35}+\dots\right),$$

and (7) becomes

$$\frac1S=1+q^2l_G^2\left(1-\frac{8}{35}q^2l_2^2+\dots\right).$$

The viscous form needs $ql_2\ll1$. On its own scale, $q=1/l_G$,

$$a^2=\frac{l_2^2}{l_G^2}=\frac{5l_2}{l}. \tag{8}$$

This is small if $l_2\ll l/5$, which proves the second statement for the bulk. Without conserving collisions $a^2=5$, and the expansion is useless at the very length it defines. There the full response is $S=0.626$, where the viscous form gives 0.5. With $l_2=l/1000$ the response is 0.5003.

At shorter wavelengths the difference is one of law. For $a\gg1$ without conserving collisions, $S=K\to3\pi/(4a)$, while the viscous form falls as $5/a^2$. Electrons that move nearly along the planes of constant field keep responding, and a fluid description has averaged them away.

## Proof: how resistivity depends on width

Without conserving collisions, $\bar u$ is a positively weighted average over $\mu$ of $\varphi(w/\mu l)$, where

$$\varphi(z)=1-\frac{1-e^{-z}}{z}=1-\int_0^1e^{-zs}ds .$$

This function vanishes at $z=0$ and increases, and $\varphi''=-\int_0^1s^2e^{-zs}ds<0$. The combination $\varphi-z\varphi'$ starts at zero and has derivative $-z\varphi''>0$, so $0<z\varphi'<\varphi$. Averaging over $\mu$ gives $0<w\,d\bar u/dw<\bar u$, and therefore

$$-1<\frac{d\ln\rho}{d\ln w}<0 .$$

The exponent is $-0.45$ for the 20 nm line, and the steepest value found between 0.5 and 4000 nm is $-0.79$. In wide wires the exponential integrals in (3) vanish and $\bar u\to1-3l/(8w)$. In very narrow ones $\varphi\approx k/(2\mu)$ for $\mu\gg k$, which gives $\bar u\approx\frac34k\ln(1/k)$ to leading logarithm, so the exponent approaches $-1$ slowly.

For the viscous case the slip length is needed. Suppose $l_2\ll l$. Near the wall at $y=0$, take electrons approaching it to have the slowly varying form $g=u-l_2\mu u'$. The sideways flux of $x$-momentum is proportional to $\frac34\int(1-\mu^2)\mu g\,d\mu$. Inside the fluid both signs of $\mu$ contribute, and the flux is

$$-\frac34\cdot\frac4{15}l_2u' .$$

At the wall only $\mu<0$ contributes:

$$-\frac34\left(\frac u4+\frac{2}{15}l_2u'\right).$$

Conserving collisions leave this flux unchanged, and across a layer only about $l_2$ thick the driving force and the lattice alter it little. Equating the two gives $u=\frac8{15}l_2u'$, so $b\approx0.533\,l_2$. This is an estimate, because the distribution changes shape within about $l_2$ of the wall. The slip length inferred by fitting (5) to converged numerical solutions of the kinetic equation depends slightly on width: about $0.589\,l_2$ at $w=40\,l_2$, falling to $0.582\,l_2$ in much wider channels.

Now let $l_2\ll w\ll l_G$. In (5), $\tanh x/x\approx1-x^2/3$, and $(b/l_G)x=bw/(2l_G^2)\approx4w/(3l)$ is small. To leading order,

$$\bar u\approx\frac{x^2}3+\frac{bx}{l_G}=\frac{w^2}{12l_G^2}\left(1+\frac{6b}{w}\right).$$

Since $b\ll w$, resistivity approaches $12l_G^2/w^2$ times bulk, which completes the third statement. For a model fluid with $l=10^5l_2$, hence $l_G=141\,l_2$, the kinetic solution between $w=30\,l_2$ and $40\,l_2$ has exponent $-1.89$. The slip term accounts for most of the difference from $-2$. An exponent steeper than $-1$ is something the model without conserving collisions cannot produce. The bound assumes that $l$ and the walls stay the same as the width changes; in a real line roughness and grain size may vary with width, so a steep exponent alone does not prove viscous flow.

## Adding the missing collisions

Hold $l=39$ nm and $w=20$ nm fixed and add conserving collisions:

| $l_{mc}$ (nm) | $l_G$ (nm) | $l_G/l_2$ | resistivity/bulk |
|---|---|---|---|
| 1000 | 17.11 | 0.456 | 1.896 |
| 100 | 14.79 | 0.527 | 1.899 |
| 10 | 7.88 | 0.990 | 1.759 |
| 1 | 2.76 | 2.828 | 1.295 |

As the collisions become more frequent, $l_G$ shrinks while $l_G/l_2$ grows. The ratio measures how fluid the flow is; the length alone does not. Resistivity first rises very slightly from 1.894 and then falls. Once the flow is nearly viscous, the fall follows from (5): the layer slowed by each wall is about $l_G$ thick, and $l_G$ shrinks with $l_2$.

In the last row formula (5) is nearly in its proper range. With $x=20/5.52=3.62$ and $b/l_G=0.533/2.828=0.189$, it gives 1.302 against the kinetic 1.295. Even so, $w$ is about seven times $l_G$, so the drift in the middle of the line is close to its bulk value and the $1/w^2$ law is absent.

How frequent are such collisions in copper? The exclusion principle limits both the electrons that can collide and the states they can enter to a layer of width about $k_BT$. This suggests $\hbar/\tau_{mc}\sim(k_BT)^2/E_F$, with an undetermined prefactor. At 300 K, $k_BT=25.85$ meV, and the estimate is $l_{mc}\approx11\ \mu$m. A prefactor of 10 shortens it to about $1.1\ \mu$m, which changes the resistivity of the 20 nm line by 0.06%.

Even a modest separation, $l_G=5l_2$, would require $l_2=l/125=0.31$ nm and would leave $l_G=1.6$ nm. The mean distance between electrons, $n^{-1/3}$, is 0.23 nm, so a kinetic theory of well-separated collisions would itself be doubtful there.

## Real copper lines

The bulk resistivity and mean free path used here are rough values for copper at room temperature. The model line is very tall, has fully diffuse side walls and contains no grain boundaries; an actual line can differ in all three respects. For the same 20 nm width, a diffuse top and bottom at a height of 40 nm raise the resistivity from 1.89 to 2.38 times bulk. Side walls that reflect half the electrons specularly lower it to 1.39. Grain boundaries alone, in the Mayadas–Shatzkes model with 20 nm grains and an assumed reflection coefficient of 0.3, give 2.16. Each of these shifts is far larger than the estimated effect of electron–electron collisions, so in a line-resistance calculation the wall and grain parameters matter far more than those collisions do.

Three other neglected effects look small. There are about 86 transverse subbands, thermal smearing is 0.4% of the Fermi energy, and at 2 MA/cm² an electron gains about 0.025 meV per free path. The real Fermi surface, with its necks, is not included, and neither is any preference of phonon scattering for particular angles, which would change $l_G$. Phonon drag is also left out: the model assumes that phonons lose the momentum they receive. If they returned much of it to the electrons, electron–phonon collisions would partly conserve momentum, and $l_{mc}$ would have to be reassessed. The numerical output below lists the values used.

## Numbers as computed

```
INPUTS (rough copper values, room temperature)
mean free path l = 39 nm, Fermi energy = 7.0 eV
temperature = 300 K, wire width w = 20 nm
Fermi velocity = 1.569e+06 m/s, density = 8.411e+22 cm^-3
bulk resistivity = 1.698 uOhm cm
GURZHI LENGTH
no conserving collisions: l/sqrt(5) = 17.44 nm
forward-peaked relaxing: rate ratio 2.970, l_G = 10.12 nm
l2 needed for l_G = 5 l2: 0.312 nm; l_G then 1.56 nm
BULK RESPONSE AT q = 1/l_G (viscous form gives 0.5)
no conserving collisions: 0.6259
l2 = l/1000: 0.5003
RESISTIVITY / BULK: kinetic, viscous no-slip, viscous with slip
w = 20 nm: 1.894, 10.324, 2.264
w = 50 nm: 1.357, 2.649, 1.432
w = 100 nm: 1.168, 1.530, 1.189
kinetic resistivity at 20 nm = 3.216 uOhm cm
mean drift at 20 nm: formula 0.52786, differences 0.52786
WIDTH EXPONENT OF RESISTIVITY
copper-like wire at 20 nm: -0.448
steepest from 0.5 to 4000 nm: -0.792
model fluid, l = 1e5 l2, w = 30 to 40 l2: -1.892
slip length / l2: estimate 0.533, solver 0.582
ADDING CONSERVING COLLISIONS, l = 39 nm, w = 20 nm
l_mc (nm), l_G (nm), l_G/l2, resistivity/bulk
1000, 17.11, 0.456, 1.896
100, 14.79, 0.527, 1.899
10, 7.88, 0.990, 1.759
1, 2.76, 2.828, 1.295
ELECTRON-ELECTRON ESTIMATE AT 300 K
l_mc, prefactor 1: 10818 nm; prefactor 10: 1082 nm
resistivity change with prefactor 10: 0.064 %
NEGLECTED EFFECTS AT w = 20 nm
diffuse top and bottom, height 40 nm: 2.376 x bulk
half-specular side walls: 1.395 x bulk
grains alone, 20 nm, reflection 0.3: 2.156 x bulk
transverse subbands k_F w/pi = 86
thermal smearing kT/E_F = 0.37 %
energy gain per free path at 2 MA/cm^2 = 0.0251 meV
thermal energy kT = 25.85 meV
```
